\section*{Does a fluorocarbon film settle where deposition balances ion removal?}

\section*{Question}

I am modelling the thin fluorocarbon film that forms on a surface during plasma etching of a dielectric. Film-forming species deposit at a constant rate $D$. Ions remove film, but they act through the film, so I let their removal rate fall exponentially with thickness $x$:
\begin{equation}
\frac{dx}{dt}=f(x)=D-R\,e^{-x/L}.
\label{eq:model}
\end{equation}
Here $R$ is the removal rate for a vanishingly thin film and $L$ is the attenuation length. My reasoning is that a thin film is removed quickly, that removal weakens as the film thickens, and that at some thickness removal matches deposition. The film should then stay there.

With $D=0.5$ nm/s, $R=2$ nm/s and $L=1.5$ nm, how long does the film take to settle? And can I use the difference in settled thickness between two substrates to design for selectivity?

\section*{Answer}

It does not settle. The balance exists, but the film runs away from it on both sides. I take $D$, $R$ and $L$ as positive constants and the film as laterally uniform.

\subsection*{The balance and the sign of the feedback}

Setting $f(x^*)=0$ gives $e^{-x^*/L}=D/R$, hence
\begin{equation}
x^*=L\ln\frac{R}{D},
\label{eq:star}
\end{equation}
which is positive if $R>D$. For your numbers $x^*=1.5\ln 4=2.08$ nm.

Now displace the film by $y=x-x^*$. Since $R\,e^{-x^*/L}=D$,
\begin{equation}
\frac{dy}{dt}=D-R\,e^{-x^*/L}e^{-y/L}=D\left(1-e^{-y/L}\right).
\label{eq:y}
\end{equation}
The right side has the same sign as $y$. A film that is slightly too thick shields itself from the ions and grows; one that is slightly too thin is exposed and shrinks. Your argument correctly finds that removal weakens with thickness, but a restoring response would need removal to strengthen.

For $|y|\ll L$, expanding the exponential gives
\begin{equation}
\frac{dy}{dt}\simeq\frac{y}{T},\qquad T=\frac{L}{D},
\end{equation}
so $y$ grows as $e^{t/T}$. Here $T=1.5/0.5=3$ s is the time in which a small deviation grows by a factor $e$, not a settling time.

\subsection*{The full motion}

The equation becomes linear in $u=e^{x/L}$. By the chain rule, and with $e^{-x/L}=1/u$,
\begin{equation}
\frac{du}{dt}=\frac{u}{L}\frac{dx}{dt}
=\frac{u}{L}\left(D-\frac{R}{u}\right)
=\frac{D}{L}\left(u-\frac{R}{D}\right).
\end{equation}
The difference $u-R/D$ therefore grows exponentially at the rate $D/L=1/T$. With $u_0=e^{x_0/L}$ for the starting thickness $x_0$,
\begin{equation}
u(t)=\frac{R}{D}+\left(u_0-\frac{R}{D}\right)e^{t/T},\qquad x(t)=L\ln u(t).
\label{eq:exact}
\end{equation}

\textbf{Thin side.} If $0<x_0<x^*$, then $1<u_0<R/D$ and $u$ falls. The film is gone when $u=1$, which requires
\begin{equation}
\frac{R}{D}-1=\left(\frac{R}{D}-u_0\right)e^{t_c/T}
\quad\Rightarrow\quad
t_c=T\ln\frac{R/D-1}{R/D-u_0}.
\label{eq:clear}
\end{equation}
This time is finite. Equation~\eqref{eq:model} would then continue to negative thickness, which has no meaning. At $x=0$ with $R>D$ the removal capacity exceeds the supply, so arriving material is removed at once and the rule there is $x=0$.

\textbf{Thick side.} If $x_0>x^*$, take the growing term out of the logarithm and use $L/T=D$:
\begin{equation}
x(t)=Dt+L\ln\left(u_0-\frac{R}{D}\right)
+L\ln\left[1+\frac{R/D}{u_0-R/D}\,e^{-t/T}\right].
\label{eq:late}
\end{equation}
The last term dies away, leaving unlimited growth at the rate $D$.

\textbf{No threshold.} If $R\le D$, every film with $x_0>0$ has $u_0>1\ge R/D$ and grows. For $R<D$ even a bare surface acquires a film, because $f(0)=D-R>0$.

Two starts on either side of your balance show the split. For $x_0=1.9$ nm, $u_0=3.549$ and
\[
t_c=3\ln\frac{4-1}{4-3.549}=5.7\ \text{s}.
\]
For $x_0=2.3$ nm, $u_0=4.634$. After 60 s the last term of \eqref{eq:late} is negligible, and
\[
x=0.5\times60+1.5\ln(4.634-4)=30-0.7=29.3\ \text{nm}.
\]
An initial difference of 0.4 nm has become the difference between a bare surface and a thick film.

\subsection*{Preparing the film at the balance does not help}

Suppose the film sits at $x^*$, so that $u_0=4$, and $D$ then rises by 1\% with $R$ and $L$ fixed. The new values are $R/D=3.960$ and $T=2.970$ s. The film is now above the new threshold. Doubling its thickness means reaching $u=4^2=16$, and \eqref{eq:exact} gives
\[
t=2.970\,\ln\frac{16-3.960}{4-3.960}\simeq17\ \text{s},
\]
where the small denominator is $4-4/1.01=0.0396$. If $D$ falls by 1\% instead, the same film clears in 13 s.

Random arrival is enough even without drift. Consider a patch on which one CF$_2$ unit adds a height $h$, with independent deposition and removal events. At the balance each kind occurs at the rate $D/h$ and changes the height by $\pm h$, so together they create variance at the rate $2(D/h)h^2=2Dh$. The instability amplifies the variance $\sigma^2$ already present:
\begin{equation}
\frac{d\sigma^2}{dt}=\frac{2\sigma^2}{T}+2Dh
\quad\Rightarrow\quad
\sigma^2=hL\left(e^{2t/T}-1\right),
\label{eq:noise}
\end{equation}
for $\sigma(0)=0$ and $\sigma\ll L$, where I used $DT=L$.

For an assumed film density of 1.8 g/cm$^3$, one CF$_2$ unit occupies 0.0461 nm$^3$. On a patch of 10 nm$^2$ this gives $h=0.00461$ nm and $\sqrt{hL}=0.083$ nm. After 3 s the spread from \eqref{eq:noise} is $0.083\sqrt{e^2-1}=0.21$ nm. The full discrete process, without linearization, also gives 0.21 nm. These figures assume that units are removed one at a time. If each removal event takes $m$ units at the same mean removal rate, variance is created at the rate $(1+m)Dh$ instead of $2Dh$, and for $m=3$ the spread after 3 s is about 0.3 nm.

The length $\sqrt{hL}$ also measures how close to $x^*$ the outcome is undecided. Let $p_n$ be the probability of clearing from height $nh$ before the film becomes thick. Conditioning on the next event gives
\begin{equation}
p_n-p_{n+1}=\frac{R\,e^{-nh/L}}{D}\,(p_{n-1}-p_n)=e^{-y_n/L}(p_{n-1}-p_n),
\end{equation}
with $y_n=nh-x^*$. Multiplying these factors and replacing the sum of $y_n/L$ by an integral, valid for $h\ll L$, makes the differences proportional to $e^{-y^2/(2hL)}$. Summing them from $y$ upwards, with both end points many widths $\sqrt{hL}$ away, gives
\begin{equation}
p(y)=\tfrac12\,\mathrm{erfc}\!\left(\frac{y}{\sqrt{2hL}}\right).
\end{equation}
A start 0.1 nm below $x^*$ clears with probability 0.89, and one 0.1 nm above with probability 0.11 (the output lists 0.119 for the nearest discrete height, 0.098 nm above $x^*$). These chances also assume single-unit removal; for $m=3$ the band is wider and they become 0.80 and 0.19. The patch is treated as isolated. If lateral coupling evens out the thickness over a larger area in a time short compared with $T$, $h$ falls in inverse proportion to that area, and the undecided band narrows. Weaker coupling narrows the band only partly. A lasting split between neighbours needs weak coupling, because a thick patch drains into a bare one. For two patches that relax to their mean thickness at the rate $\kappa$, the thick one loses $\kappa x/2$, a loss of the type $kx$ treated below, and it survives only for $\kappa$ below about 0.18 s$^{-1}$, roughly half of $1/T$.

\subsection*{What this means for selectivity}

There are no two settled thicknesses to compare, but there are two thresholds. Let the substrates have removal rates $R_1>R_2>D$ with the same $D$ and $L$. Such a difference is an assumption here; its motivation is that oxygen from a substrate can help to remove carbon. Then
\begin{equation}
x_1^*-x_2^*=L\ln\frac{R_1}{D}-L\ln\frac{R_2}{D}=L\ln\frac{R_1}{R_2},
\end{equation}
independent of $D$. For $R_1=2$ nm/s and $R_2=1$ nm/s the thresholds are 2.08 and 1.04 nm. A film of 1.5 nm lies between them: it clears in 2.6 s on the first substrate and reaches 29.5 nm in 60 s on the second.

This window concerns films that are already present. In the deterministic equation, two bare surfaces both stay bare when $R_1>R_2>D$. To separate initially bare surfaces, this model requires
\begin{equation}
R_2<D<R_1,
\end{equation}
so that the second grows a film while the first stays clear. Arrival noise blurs this boundary when a removal rate only slightly exceeds $D$, because the threshold is then only a few $\sqrt{hL}$ thick. On the 10 nm$^2$ patch, with units removed one at a time, a bare surface first reaches the threshold after about 8 s on average for a removal rate of 0.55 nm/s and is 0.5 nm past it after about 30 s. For 0.60 nm/s these times are about 300 s and 600 s, and for 1 nm/s it happens in practice never. The times depend strongly on the event size: with three units per removal event, getting 0.5 nm past the threshold takes about 15 s for 0.55 nm/s and about 60 s for 0.60 nm/s.

\subsection*{What could make a film settle}

For a general deposition rate $d(x)$ and removal rate $r(x)$, a balance is linearly stable if $d'(x)-r'(x)<0$ there. Removal must rise with thickness, or deposition must fall, strongly enough to outweigh the shielding. Three additions to your model show the difference.

\textbf{Removal limited by available film.} Ions cannot remove material that is absent. Multiply the removal term by $1-e^{-x/a}$, with $a\ll L$. Near the surface $e^{-x/L}\simeq1$, and the balance becomes
\begin{equation}
1-e^{-x/a}=\frac DR
\quad\Rightarrow\quad
x\simeq a\ln\frac{R}{R-D}.
\end{equation}
The slope of the net rate there is about $-(R/a)e^{-x/a}=-(R-D)/a<0$, so this residue is stable. For $a=0.3$ nm the estimate is 0.086 nm with slope $-5$ s$^{-1}$, and the full equation gives 0.093 nm with slope $-4.3$ s$^{-1}$. Such a value is best read as partial coverage. ``Clearing'' then means falling to this residue, while the unstable threshold stays at 2.08 nm. Both balances exist only if the maximum of $R\,e^{-x/L}(1-e^{-x/a})$ exceeds $D$, which for $a=0.3$ nm requires $R/D>1.72$; below that every film grows. For $R=1$ nm/s the residue is 0.28 nm and the threshold falls from 1.04 to 0.98 nm.

\textbf{Loss throughout the film.} Add a loss $kx$, as for a reactant that acts through the whole depth. The net rate $F=D-Re^{-x/L}-kx$ is concave and starts at $D-R<0$. For $kL<R$ its maximum lies where $Re^{-x/L}=kL$. Two balances exist if that maximum is positive:
\begin{equation}
D-kL-kL\ln\frac{R}{kL}>0.
\end{equation}
The lower balance is unstable. The upper one is stable and lies near $D/k$ when the ion term is negligible there. With $k=0.02$ s$^{-1}$ the left side is $0.5-0.03-0.13=0.34$ nm/s. The threshold moves to 2.22 nm, and thicker films stop at 25 nm instead of growing indefinitely. As $k$ rises the two balances approach each other and merge near 4 nm at $k\simeq0.09$ s$^{-1}$; beyond that all films clear.

\textbf{Constant chemical loss.} A loss $E$ that does not depend on thickness only replaces $D$ by $D-E$. It cannot change the sign of the slope. For $E=0.1$ nm/s the threshold rises to $1.5\ln5=2.41$ nm, so the 2.3 nm film that grew before now clears, in 9 s. For $E\ge D$ the net rate is negative at every thickness and all films clear eventually. At $E=D$ only the shielded ion term is left and the time grows as $e^{x_0/L}$: a 20 nm film needs about $5\times10^5$ s, against 154 s for $E=0.6$ nm/s.

\subsection*{How this compares with a real process}

Your parameters are round values in the rough regime of low-pressure fluorocarbon etching, where ions of some hundred eV act through films of nanometre thickness. As a consistency check, assume an ion current of 1 mA/cm$^2$, or 62.4 ions per nm$^2$ and second. Removing 2 nm/s then takes $2/(0.0461\times62.4)\simeq0.7$ CF$_2$ units per ion, a plausible order of magnitude. Steady films of nanometre thickness do occur in continuous etching, and equation~\eqref{eq:model} cannot explain them: they need a stabilizing dependence on thickness that it omits. The additions above show what such a dependence does, but with your $D$, $R$ and $L$ they do not give a steady film of one to a few nanometres: the residue is a few tenths of a nanometre or less for $a$ up to 0.9 nm, and the $kx$ balance lies above about 4 nm. Real processes also break the assumption of fixed coefficients. At fixed $D$ and $R$, the threshold is proportional to $L$, so a 10\% change of the attenuation length moves it by 0.21 nm in the same direction. A 10\% shorter length puts it at $0.9\times2.079=1.87$ nm, and the 1.9 nm film then grows instead of clearing. The chemical loss of 0.1 nm/s raises the threshold by 0.33 nm, which made the 2.3 nm film clear instead of growing. The fate of a film this close to $x^*$ therefore cannot be predicted from rough parameters. The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
deposition rate D = 0.50 nm/s
thin-film removal rate R = 2.00 nm/s
attenuation length L = 1.50 nm
ratio R/D = 4.00
balance thickness x* = 2.079 nm = 20.79 angstrom
slope of the rate at x* = 0.3333 1/s
escape time T = 3.00 s
thin start = 1.90 nm, rate -0.0635 nm/s
thin start: exp(x0/L) = 3.5490
thin start clears after 5.68 s
thick start = 2.30 nm, rate 0.0684 nm/s
thick start: exp(x0/L) = 4.6336
thick start after 10 s: 4.62 nm
thick start after 60 s: 29.32 nm
growth rate at 60 s = 0.500000 nm/s
offset of late growth line = -0.685 nm
no threshold, D = 2.50 nm/s: bare start
  grows in 10 s to 22.59 nm
at x*, D raised 1%: doubles in 16.98 s
at x*, D lowered 1%: clears in 13.09 s
second substrate: R = 1.00 nm/s
second substrate: x* = 1.040 nm
selectivity window = 1.040 nm
film between thresholds = 1.50 nm
  first substrate: clears in 2.55 s
  second substrate, 60 s: 29.50 nm
film-limited removal: depth a = 0.30 nm
  stable residue = 0.0928 nm
  small-a estimate = 0.0863 nm
  unstable threshold = 2.0780 nm
chemical loss E = 0.10 nm/s
  threshold = 2.414 nm
  thick start now clears in 8.96 s
chemical loss E = 0.60 nm/s
  a 20 nm film clears in 154.3 s
loss throughout film: k = 0.020 1/s
  unstable threshold = 2.219 nm
  stable thick balance = 25.00 nm
L longer by 10%: x* shifts by 0.208 nm
film density = 1.80 g/cm3
ion current density = 1.00 mA/cm2
volume of one CF2 unit = 0.0461 nm3
ion flux = 62.4 ions/(nm2 s)
removal yield, thin film = 0.69 CF2 units/ion
patch area = 10.0 nm2
height per CF2 unit on patch h = 0.00461 nm
noise spread at 1.5 s: 0.109 nm (linear 0.109 nm)
noise spread at 3.0 s: 0.212 nm (linear 0.210 nm)
undecided band sqrt(h L) = 0.0832 nm
start at x* -0.100 nm: clearing chance 0.886
start at x* +0.001 nm: clearing chance 0.495
start at x* +0.098 nm: clearing chance 0.119
\end{verbatim}
